\section*{Weinert's Pseudo-Charge Method for the Potential of a Periodic Cell, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from the true density to the interstitial potential}

A periodic cell of volume $\Omega$ contains non-overlapping spheres, called muffin-tin spheres. Sphere $a$ has centre $\boldsymbol\tau_a$ and radius $R_a$, and a point nucleus of charge $Z_a$ sits at its centre. The region between the spheres is the interstitial region. Hartree atomic units are used. Let $n$ be the electron number density and
\begin{equation}
\rho(\mathbf r)=n(\mathbf r)-\sum_a Z_a\,\delta(\mathbf r-\boldsymbol\tau_a),
\end{equation}
with periodic images understood. The potential energy $V$ of an electron in the mean electrostatic field then obeys
\begin{equation}
\nabla^2V=-4\pi\rho .
\label{poisson}
\end{equation}
A positive $\rho$ is an excess of electrons and repels an electron, so it raises $V$. Exchange and correlation are not part of $V$.

The density has two representations. In the interstitial region it is a sum of plane waves,
\begin{equation}
\rho_I(\mathbf r)=\sum_{\mathbf G}\rho_I(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
In a sphere, with $\mathbf s=\mathbf r-\boldsymbol\tau_a$ and $s=|\mathbf s|$, it is
\begin{equation}
\rho=\sum_{lm}\rho_{lm}(s)Y_{lm}(\hat{\mathbf s})-Z\delta(\mathbf s).
\end{equation}
The $Y_{lm}$ are complex and orthonormal. The sphere index is dropped where one sphere is meant. The electron density is taken to be bounded, but it may jump at a sphere surface. A direct Fourier series of $\rho$ converges badly because of the nuclei and the sharp core density. The problem is to find $V$ everywhere without such a series.

\subsection*{(a) When does a periodic solution exist, and is it unique?}

Let $C=\int_\Omega\rho\,d^3r$. Find the condition on $C$, the uniform density that restores it if it fails, and the freedom left in $V$.

\paragraph{Solution.} Integrate Eq.~\eqref{poisson} over the cell and use the divergence theorem:
\begin{equation}
\oint_{\partial\Omega}\nabla V\cdot d\mathbf S=-4\pi C .
\end{equation}
For periodic $V$ the fluxes through opposite faces cancel, so $C=0$ is necessary. A cell with $C\neq0$ has net charge $-C$ in units of $e$. It is made solvable by adding the uniform density
\begin{equation}
b=-\frac{C}{\Omega}
\label{background}
\end{equation}
everywhere, inside the spheres as well as between them. From here on $\rho$, $\rho_I(\mathbf 0)$ and $\rho_{00}(s)$ include $b$. This defines the model of a charged supercell in a uniform background. It does not remove the interaction of a charged defect with its periodic images.

If $V_1$ and $V_2$ are two periodic solutions for the same $\rho$, their difference $u$ is harmonic. Integration by parts, with cancelling face terms, gives
\begin{equation}
0=-\int_\Omega u\nabla^2u\,d^3r=\int_\Omega|\nabla u|^2d^3r .
\end{equation}
Hence $\nabla u=0$, and $V$ is unique up to a constant.

\subsection*{(b) What does a sphere look like from outside?}

Find the potential that the charge of one sphere alone produces at $s>R$, and the numbers on which it depends.

\paragraph{Solution.} The Coulomb kernel has the expansion
\begin{equation}
\frac1{|\mathbf s-\mathbf s'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{s_<^l}{s_>^{l+1}}Y_{lm}(\hat{\mathbf s})Y^*_{lm}(\hat{\mathbf s}'),
\label{coulomb}
\end{equation}
where $s_<$ and $s_>$ are the smaller and larger of $s,s'$. For $s>R\ge s'$ we have $s_<=s'$ throughout the integration, so
\begin{equation}
\int_{s'<R}\frac{\rho(\mathbf s')}{|\mathbf s-\mathbf s'|}d^3s'=\sum_{lm}\frac{4\pi}{2l+1}\frac{q_{lm}}{s^{l+1}}Y_{lm}(\hat{\mathbf s}),
\label{outside}
\end{equation}
with the multipole moments
\begin{equation}
q_{lm}=\int_{s<R}s^lY^*_{lm}\rho\,d^3s
=\int_0^Rs^{l+2}\rho_{lm}(s)\,ds-\frac{Z}{\sqrt{4\pi}}\delta_{l0}.
\label{moments}
\end{equation}
The second form uses orthonormality. The nucleus sits at $s=0$, where $s^l$ vanishes unless $l=0$, and $Y_{00}=1/\sqrt{4\pi}$. The outside potential depends on the moments and on nothing else about the radial shape of the charge.

\subsection*{(c) Can the sphere charge be replaced in a periodic crystal?}

Equation~\eqref{outside} concerns one isolated sphere. Construct a replacement density for the crystal, and prove that it leaves the interstitial potential unchanged up to a constant, without summing Coulomb potentials over the infinite lattice.

\paragraph{Solution.} Continue the plane waves $\rho_I$ into the spheres, and add to each sphere a smooth density $\tilde\rho_a$ that vanishes outside it:
\begin{equation}
\tilde\rho=\rho_I+\sum_a\tilde\rho_a .
\label{pseudo}
\end{equation}
The difference $\delta\rho=\rho-\tilde\rho$ vanishes between the spheres and equals $\rho-\rho_I-\tilde\rho_a$ in sphere $a$. Let $q^I_{lm}$ be the moments of the continued $\rho_I$ in the sphere. All moments of $\delta\rho$ vanish if $\tilde\rho_a$ has the moments
\begin{equation}
\tilde q_{lm}=q_{lm}-q^I_{lm}.
\label{qtilde}
\end{equation}

Define $\delta V$ in each sphere as the Coulomb potential of that sphere's own $\delta\rho$. By Eq.~\eqref{outside} this potential is zero for $s>R$. The potentials of all spheres can therefore be added without a convergence question: at any point at most one of them is nonzero. The density near the surface is bounded, so $\delta V$ and its gradient are continuous there and no surface charge is hidden. Thus $\delta V$ is periodic and $\nabla^2\delta V=-4\pi\delta\rho$ in all space.

The equality of the $l=0$ moments makes the total charge of $\tilde\rho$ equal to that of $\rho$, which is zero. Let $\tilde V$ be a periodic potential of $\tilde\rho$. Then
\begin{equation}
\nabla^2(\tilde V+\delta V)=-4\pi(\tilde\rho+\delta\rho)=-4\pi\rho .
\end{equation}
By part (a), $\tilde V+\delta V$ is the true potential up to a constant, and between the spheres it equals $\tilde V$.

The argument as given uses non-overlapping spheres: each point then lies in at most one sphere, so $\delta\rho$ is assigned to the spheres uniquely and at most one $\delta V$ is nonzero there. It also needs all $l$. If matching stops at $l=L$, each sphere keeps wrong moments of size $\tilde q_{lm}$ for $l>L$. The error is governed by $\tilde q_{lm}$ and not by $q_{lm}$, because the continued plane waves already carry their own moments of every $l$.

\subsection*{(d) Which moments do the plane waves already have?}

Evaluate $q^I_{lm}$.

\paragraph{Solution.} About the sphere centre a plane wave is
\begin{equation}
e^{i\mathbf G\cdot\mathbf r}=e^{i\mathbf G\cdot\boldsymbol\tau}\,4\pi\sum_{lm}i^lj_l(Gs)Y^*_{lm}(\hat{\mathbf G})Y_{lm}(\hat{\mathbf s}).
\label{rayleigh}
\end{equation}
Its $lm$ moment requires $\int_0^Rs^{l+2}j_l(Gs)\,ds$. The power series
\begin{equation}
j_l(z)=\sum_{k\ge0}\frac{(-1)^kz^{l+2k}}{2^kk!\,(2l+2k+1)!!}
\label{series}
\end{equation}
gives
\begin{align}
\frac{d}{dz}\left[z^{l+2}j_{l+1}(z)\right]
&=\sum_{k\ge0}\frac{(-1)^k(2l+2k+3)z^{2l+2k+2}}{2^kk!\,(2l+2k+3)!!}\nonumber\\
&=z^{l+2}j_l(z),
\label{derivative}
\end{align}
because the factor $2l+2k+3$ cancels the last factor of the double factorial. With $z=Gs$,
\begin{equation}
\int_0^Rs^{l+2}j_l(Gs)ds=\frac{1}{G^{l+3}}\Big[z^{l+2}j_{l+1}(z)\Big]_0^{GR}
=\frac{R^{l+2}j_{l+1}(GR)}{G}.
\end{equation}
Therefore
\begin{align}
q^I_{lm}={}&4\pi i^l\sum_{\mathbf G\ne0}\rho_I(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}Y^*_{lm}(\hat{\mathbf G})\frac{R^{l+2}j_{l+1}(GR)}{G}\nonumber\\
&+\delta_{l0}\sqrt{4\pi}\,\rho_I(\mathbf0)\frac{R^3}{3}.
\label{qi}
\end{align}
The last term is the uniform density times $Y_{00}$ times the sphere volume: $(4\pi R^3/3)/\sqrt{4\pi}=\sqrt{4\pi}R^3/3$.

\subsection*{(e) A smooth density with prescribed moments}

Take, with an integer $N\ge0$,
\begin{equation}
\tilde\rho_a(\mathbf s)=\sum_{lm}Q_{lm}s^l\left(1-\frac{s^2}{R^2}\right)^NY_{lm}(\hat{\mathbf s}),\qquad s<R .
\label{shape}
\end{equation}
Why is this form suitable? Find the integral that its Fourier transform needs, and from it the $Q_{lm}$ that give the moments $\tilde q_{lm}$.

\paragraph{Solution.} The function $s^lY_{lm}$ is a polynomial in the Cartesian coordinates, so the density is smooth at the centre. At $s=R$ the density and its first $N-1$ derivatives vanish for $N\ge1$; for $N=0$ it jumps. A larger $N$ thus joins the zero outside more smoothly.

Set $s=Rt$ and $x=GR$. The radial integral needed is
\begin{equation}
I_{l,N}(x)=\int_0^1t^{l+2}(1-t^2)^Nj_l(xt)\,dt .
\end{equation}
Equation~\eqref{derivative} with $z=xt$ reads $t^{l+2}j_l(xt)=x^{-1}\,d[t^{l+2}j_{l+1}(xt)]/dt$. For $N\ge1$ integrate by parts. The boundary term vanishes at $t=1$ through $(1-t^2)^N$ and at $t=0$ through $t^{l+2}$. Since $d(1-t^2)^N/dt=-2Nt(1-t^2)^{N-1}$,
\begin{equation}
I_{l,N}=\frac{2N}{x}\int_0^1t^{l+3}(1-t^2)^{N-1}j_{l+1}(xt)dt=\frac{2N}{x}I_{l+1,N-1}.
\end{equation}
After $N$ such steps the prefactor is $2^NN!/x^N$, and what remains is $I_{l+N,0}=j_{l+N+1}(x)/x$ from part (d). Hence
\begin{equation}
I_{l,N}(x)=2^NN!\,\frac{j_{l+N+1}(x)}{x^{N+1}} .
\label{sonine}
\end{equation}

The limit $x\to0$ supplies the normalization. By Eq.~\eqref{series}, $j_l(xt)\to(xt)^l/(2l+1)!!$ and $j_{l+N+1}(x)\to x^{l+N+1}/(2l+2N+3)!!$. Equating the coefficients of $x^l$ in Eq.~\eqref{sonine},
\begin{equation}
\int_0^1t^{2l+2}(1-t^2)^Ndt=\frac{2^NN!\,(2l+1)!!}{(2l+2N+3)!!}.
\label{norm}
\end{equation}
The $lm$ moment of Eq.~\eqref{shape} is $Q_{lm}R^{2l+3}$ times this integral, so
\begin{equation}
Q_{lm}=\frac{\tilde q_{lm}}{R^{2l+3}}\frac{(2l+2N+3)!!}{2^NN!\,(2l+1)!!}.
\label{Q}
\end{equation}

\subsection*{(f) The interstitial potential}

Find the Fourier coefficients of $\tilde\rho$ and of $\tilde V$, and check that the $\mathbf G=0$ coefficient of $\tilde\rho$ vanishes.

\paragraph{Solution.} By definition $\tilde\rho_a(\mathbf G)=\Omega^{-1}\int e^{-i\mathbf G\cdot\mathbf r}\tilde\rho_a\,d^3r$. The complex conjugate of Eq.~\eqref{rayleigh} contains $(-i)^lY_{lm}(\hat{\mathbf G})Y^*_{lm}(\hat{\mathbf s})$, and the angular integral selects one $lm$ term of Eq.~\eqref{shape}:
\begin{equation}
\tilde\rho_a(\mathbf G)=\frac{4\pi}{\Omega}e^{-i\mathbf G\cdot\boldsymbol\tau}\sum_{lm}(-i)^lY_{lm}(\hat{\mathbf G})Q_{lm}R^{l+3}I_{l,N}(GR).
\end{equation}
The power $R^{l+3}$ comes from $s^{l+2}ds$. Insert Eqs.~\eqref{sonine} and \eqref{Q}. The factors $2^NN!$ cancel and $R^{l+3}/R^{2l+3}=R^{-l}$, so
\begin{align}
\tilde\rho_a(\mathbf G)={}&\frac{4\pi}{\Omega}e^{-i\mathbf G\cdot\boldsymbol\tau}\sum_{lm}(-i)^lY_{lm}(\hat{\mathbf G})\frac{\tilde q_{lm}}{R^l}\nonumber\\
&\times\frac{(2l+2N+3)!!}{(2l+1)!!}\frac{j_{l+N+1}(GR)}{(GR)^{N+1}} .
\label{rhoG}
\end{align}
For $\mathbf G\ne0$, $\nabla^2\to-G^2$ in Eq.~\eqref{poisson}, and
\begin{equation}
\tilde V(\mathbf G)=\frac{4\pi}{G^2}\Big[\rho_I(\mathbf G)+\sum_a\tilde\rho_a(\mathbf G)\Big],\qquad \tilde V(\mathbf0)=0 .
\label{VG}
\end{equation}
The second equation is a choice of constant, whose meaning is examined in part (j).

As $G\to0$ the $l$ term of Eq.~\eqref{rhoG} behaves as $G^l$, so $l=0$ alone survives. There $j_{N+1}(x)/x^{N+1}\to1/(2N+3)!!$ cancels the double factorial, leaving $\tilde\rho_a(\mathbf0)=\sqrt{4\pi}\,\tilde q_{00}/\Omega$. Now $\sqrt{4\pi}\,q_{00}$ is the true charge in the sphere and $\sqrt{4\pi}\,q^I_{00}$ the charge of the continued plane waves there. Hence
\begin{equation}
\Omega\tilde\rho(\mathbf0)=\int_\Omega\rho_I\,d^3r+\sum_a\int_a(\rho-\rho_I)\,d^3s=\int_\Omega\rho\,d^3r=0 .
\end{equation}

\subsection*{(g) How should $N$ be chosen?}

Plane waves are kept up to $G_{\max}$. Estimate the $N$ that makes the first neglected coefficients small.

\paragraph{Solution.} For $x$ well above its order, $j_\nu(x)$ oscillates with amplitude $1/x$. The $l$ term in Eq.~\eqref{rhoG} then has the envelope
\begin{equation}
A_{l,N}(x)=\frac{(2l+2N+3)!!}{(2l+1)!!\,x^{N+2}},\qquad \frac{A_{l,N+1}}{A_{l,N}}=\frac{2l+2N+5}{x}.
\label{envelope}
\end{equation}
At fixed $N$ the density coefficients fall as $G^{-(N+2)}$ and those of the potential as $G^{-(N+4)}$. At fixed $x$, raising $N$ helps while the ratio is below one. With $x=G_{\max}R$ the best value is near
\begin{equation}
N\approx\frac{G_{\max}R-5}{2}-l .
\label{bestN}
\end{equation}
Here the order $\nu=l+N+1$ is about $x/2$, not small compared with $x$. The amplitude must be re-examined. The function $u=xj_\nu$ obeys $u''+k^2u=0$ with $k^2=1-\nu(\nu+1)/x^2$, and its slowly varying amplitude is $k^{-1/2}$. At $\nu\approx x/2$ this is $(3/4)^{-1/4}\approx1.07$, so the envelope remains serviceable. Equation~\eqref{bestN} is still a guide and not an error formula: the actual error also contains the whole tail beyond $G_{\max}$, with phases, several $l$ and several radii.

\section{Second half: the spheres, the zero of potential and a charged cell}

The symbols carried over are these. The density $\rho$ counts electrons as positive and includes the uniform background $b$ in the whole cell. In a sphere of radius $R$ about $\boldsymbol\tau$, $\mathbf s$ is measured from the centre. The true moments are $q_{lm}$, those of the continued plane waves are $q^I_{lm}$, and $\tilde q_{lm}=q_{lm}-q^I_{lm}$ belongs to the pseudo-charge $\tilde\rho_a\propto s^l(1-s^2/R^2)^N$. The total smooth density $\tilde\rho=\rho_I+\sum_a\tilde\rho_a$ has the potential $\tilde V$ with coefficients~\eqref{VG} and $\tilde V(\mathbf0)=0$. Between the spheres $V=\tilde V$; inside, $V=\tilde V+\delta V$, where $\delta V$ and its normal derivative vanish at the surface.

\subsection*{(h) The potential inside a sphere}

The interstitial potential is now known on the sphere surface. Find $V$ inside from the true density and these boundary values.

\paragraph{Solution.} Setting $s=R$ in Eq.~\eqref{rayleigh} gives the boundary components
\begin{equation}
V_{lm}(R)=4\pi i^l\sum_{\mathbf G\ne0}\tilde V(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}j_l(GR)Y^*_{lm}(\hat{\mathbf G}).
\label{edge}
\end{equation}
Apart from the nucleus, the radial components obey
\begin{equation}
\frac1{s^2}\frac{d}{ds}\left(s^2\frac{dV_{lm}}{ds}\right)-\frac{l(l+1)}{s^2}V_{lm}=-4\pi\rho_{lm}.
\label{radial}
\end{equation}
The homogeneous solutions are $s^l$ and $s^{-l-1}$. We seek a kernel that is regular at $s=0$, vanishes at $s=R$ and is continuous at $s=s'$:
\begin{equation}
K_l(s,s')=c\,s_<^l\left(\frac1{s_>^{l+1}}-\frac{s_>^l}{R^{2l+1}}\right).
\end{equation}
Its slope just above $s'$ minus its slope just below is
\begin{align}
&c\left[-\frac{l+1}{s'^2}-\frac{l\,s'^{2l-1}}{R^{2l+1}}-\frac{l}{s'^2}+\frac{l\,s'^{2l-1}}{R^{2l+1}}\right]
=-\frac{(2l+1)c}{s'^2}.
\end{align}
If $V_{lm}(s)=\int_0^RK_l(s,s')\rho_{lm}(s')s'^2ds'$, a slope jump $D(s')$ contributes $s^2D(s)\rho_{lm}(s)$ to the left side of Eq.~\eqref{radial}. This must equal $-4\pi\rho_{lm}(s)$, so $D=-4\pi/s^2$ and $c=4\pi/(2l+1)$.

To this add the homogeneous solution with the required boundary value, and the nuclear potential $-Z(1/s-1/R)$, which vanishes at $R$. Since $1=\sqrt{4\pi}\,Y_{00}$, the latter enters the $l=0$ component with the factor $\sqrt{4\pi}$:
\begin{align}
V_{lm}(s)={}&\frac{4\pi}{2l+1}\int_0^Rs_<^l\left(\frac1{s_>^{l+1}}-\frac{s_>^l}{R^{2l+1}}\right)\rho_{lm}(s')s'^2ds'\nonumber\\
&+V_{lm}(R)\left(\frac sR\right)^l-\delta_{l0}\sqrt{4\pi}Z\left(\frac1s-\frac1R\right).
\label{dirichlet}
\end{align}
The first term in the kernel is the ordinary Coulomb potential of the sphere charge; the second subtracts the regular harmonic function, proportional to $s^l$, that has the same surface value. Everything outside the sphere acts through $V_{lm}(R)$. The pseudo-charge itself does not appear in the source: its work was done in producing the boundary data.

The potential is now determined between the spheres by the smooth density $\tilde\rho$, and inside them by the true density and the boundary values. It remains to check the slope at the sphere surfaces, to examine the zero of potential and the effect of omitting the background in the spheres, and to test the method on a charged model cell.
